# Why cooling stresses noncubic polycrystals but leaves free cubic ones stress-free

## 1. What symmetry and dimensions allow

A crystal that changes temperature by $\Delta T$ with nothing holding it acquires the free thermal strain $\Delta T\,\boldsymbol\alpha$. The expansion tensor $\boldsymbol\alpha$ is symmetric and must be unchanged by every rotation that maps the crystal onto itself. Inversion reverses both indices' directions and so leaves $\boldsymbol\alpha$ unchanged; a rotation combined with inversion therefore counts here as that rotation, and a mirror as a twofold rotation.

Every cubic crystal has twofold rotations about the cube axes and threefold rotations about the cube diagonals. The twofold rotation about $z$ reverses the signs of $\alpha_{xz}$ and $\alpha_{yz}$, so both vanish. The threefold rotation permutes $x,y,z$. It therefore makes all off-diagonal components equal, hence zero, and all diagonal components equal. One constant is left:

$$\boldsymbol\alpha=\alpha_0\mathbf I .$$

In a trigonal, tetragonal or hexagonal crystal, take $z$ along the main axis $\mathbf c$, with rotation angle $\phi=120^\circ$, $90^\circ$ or $60^\circ$. The pair $(\alpha_{xz},\alpha_{yz})$ turns like a plane vector through $\phi$, so it can be invariant only if it is zero. The traceless part of the $xy$ block turns through $2\phi$, which is not a full turn, so it vanishes too. Two constants remain:

$$\boldsymbol\alpha=\alpha_a\mathbf I+\Delta\alpha\,\mathbf{cc},\qquad \Delta\alpha=\alpha_c-\alpha_a .$$

Here $\mathbf{cc}$ has components $c_ic_j$. I call such crystals uniaxial. Orthorhombic crystals, with twofold axes alone, keep three constants.

Now consider a grain of axis $\mathbf c$ in surroundings that are isotropic on average. Its mean stress, linear in the strain, can be built from $\mathbf{cc}$ and $\mathbf I$ only. Take the stiffness to be isotropic. It supplies the unit, and linear elasticity contains no length. If the isotropic part of the expansion produces no stress, and if the mean stress has no pressure part, the answer must be

$$\langle\boldsymbol\sigma\rangle_{\mathbf c}=-A(\nu)\,\mu\,\Delta\alpha\,\Delta T\left(\mathbf{cc}-\tfrac13\mathbf I\right),$$

with shear modulus $\mu$ and a pure number $A$ depending on Poisson's ratio $\nu$. Grain size is absent. The two "ifs" and the number $A$ remain to be established.

## 2. When is the body stress-free?

The grains are perfectly bonded and belong to one phase. The body is stress-free at the temperature where relaxation by creep stops, and is then brought to a new uniform temperature. There is no further creep, plastic flow, transformation or cracking, and no external force or constraint. Strains are small, tension is positive, and $\Delta T<0$ on cooling. The coefficients $\boldsymbol\alpha$ are means over the temperature interval.

In a grain with orientation $\mathbf R$ the free strain is $\mathbf e^*=\Delta T\,\mathbf R\boldsymbol\alpha\mathbf R^T$. Stress arises from the remainder of the total strain $\boldsymbol\varepsilon$:

$$\boldsymbol\sigma=\mathbf C:(\boldsymbol\varepsilon-\mathbf e^*),\qquad \nabla\cdot\boldsymbol\sigma=0,\qquad \boldsymbol\sigma\cdot\mathbf N=0\ \text{on the surface},$$

where $\mathbf C$ is the stiffness at the final temperature and $\mathbf N$ the outward normal.

Multiply equilibrium by any continuous displacement $\mathbf v$ and integrate by parts. The surface term vanishes, and

$$\int\boldsymbol\sigma:\boldsymbol\varepsilon(\mathbf v)\,dV=0. \tag{1}$$

Suppose two solutions differ by $\mathbf v$. Their stresses differ by $\mathbf C:\boldsymbol\varepsilon(\mathbf v)$, because $\mathbf e^*$ cancels. Subtracting (1) for the two solutions gives $\int\boldsymbol\varepsilon(\mathbf v):\mathbf C:\boldsymbol\varepsilon(\mathbf v)\,dV=0$. Stiffness is positive definite, so $\boldsymbol\varepsilon(\mathbf v)=0$: the stress is unique.

If the stress is zero, then $\boldsymbol\varepsilon=\mathbf e^*$, so the free strains derive from one continuous displacement. They are then called compatible. Conversely, if they are compatible, that displacement gives zero stress and satisfies every condition; by uniqueness it is the solution. **The free body is stress-free if and only if its free strains are compatible.**

## 3. First contribution: isotropic expansion

For cubic grains the orientation cancels: $\mathbf R(\alpha_0\mathbf I)\mathbf R^T=\alpha_0\mathbf I$. Every grain wants the same strain, and

$$\mathbf u=\alpha_0\Delta T\,\mathbf x$$

supplies it everywhere, continuously. The body shrinks to a smaller copy of itself and the stress is zero.

The stiffness of a cubic crystal is generally anisotropic, so it jumps from grain to grain. This does not matter, because it multiplies an elastic strain that is zero.

Take magnesium aluminate spinel, with rough typical values $\alpha_0=8.5\times10^{-6}\,\mathrm{K^{-1}}$ and $C_{11},C_{12},C_{44}=280,155,155$ GPa, cooled by 1200 K. Its free strain is $-1.02\%$. If all displacement were prevented, the elastic strain would be $+1.02\%$ in each direction, and the stress

$$(C_{11}+2C_{12})\alpha_0|\Delta T|=590\ \mathrm{GPa}\times0.0102\approx6.0\ \mathrm{GPa}.$$

A finite-element calculation of a free cube with 30 randomly oriented spinel grains gave no stress component above $10^{-9}$ MPa, which is rounding error. The large strain is harmless because it is shared.

The same displacement removes $\alpha_a\mathbf I$ from the uniaxial problem. Only $\Delta\alpha\,\mathbf{cc}$ can cause stress there, which settles the first "if" of Section 1.

## 4. Second contribution: anisotropic expansion

### The condition at one boundary

Let a flat grain boundary have unit normal $\mathbf n$, and let $\mathbf P=\mathbf I-\mathbf{nn}$ project onto its plane. The displacement is continuous across the boundary, so its derivatives along the boundary are continuous. Strain components with both indices in the plane contain only such derivatives. If the stress were zero, the free strains would have to obey

$$\mathbf P\,[\mathbf e^*]\,\mathbf P=0,$$

where the bracket is the jump across the boundary.

For two uniaxial grains $[\mathbf e^*]=\Delta\alpha\Delta T(\mathbf c_1\mathbf c_1-\mathbf c_2\mathbf c_2)$. Put $\mathbf p=\mathbf c_1-\mathbf c_2$ and $\mathbf q=\mathbf c_1+\mathbf c_2$. Then

$$\mathbf{pq}=\mathbf c_1\mathbf c_1+\mathbf c_1\mathbf c_2-\mathbf c_2\mathbf c_1-\mathbf c_2\mathbf c_2,$$

$$\mathbf{qp}=\mathbf c_1\mathbf c_1-\mathbf c_1\mathbf c_2+\mathbf c_2\mathbf c_1-\mathbf c_2\mathbf c_2,$$

and half their sum is $\mathbf c_1\mathbf c_1-\mathbf c_2\mathbf c_2$. With $\mathbf p'=\mathbf{Pp}$ and $\mathbf q'=\mathbf{Pq}$, the tangential part has squared norm

$$\left|\tfrac12(\mathbf p'\mathbf q'+\mathbf q'\mathbf p')\right|^2=\tfrac12\left[|\mathbf p'|^2|\mathbf q'|^2+(\mathbf p'\cdot\mathbf q')^2\right].$$

This vanishes only if $\mathbf p'=0$ or $\mathbf q'=0$. Either the two axes are parallel (their sense is irrelevant), or $\mathbf n$ lies along $\mathbf c_1-\mathbf c_2$ or $\mathbf c_1+\mathbf c_2$. In the second case the axes are mirror images in the boundary plane, up to sense. A random boundary meets either condition with probability zero, and a single misfitting boundary is enough to exclude a stress-free body.

The conclusion holds for any anisotropic $\boldsymbol\alpha$, including the orthorhombic case. For a tangential direction $\mathbf t$, the quantity $\mathbf t\cdot\mathbf R\boldsymbol\alpha\mathbf R^T\cdot\mathbf t$ is a smooth (analytic), nonconstant function of the second grain's rotation. It equals the value required by the first grain only on a set of zero probability.

### How large is the misfit?

Write $\mathbf t_i=\mathbf{Pc}_i$ for independent random axes. The squared norm of $\mathbf t_1\mathbf t_1-\mathbf t_2\mathbf t_2$ is $|\mathbf t_1|^4+|\mathbf t_2|^4-2(\mathbf t_1\cdot\mathbf t_2)^2$. Since $x=\mathbf c\cdot\mathbf n$ is uniform on $[-1,1]$ and $|\mathbf t|^2=1-x^2$,

$$\langle|\mathbf t|^4\rangle=1-\tfrac23+\tfrac15=\tfrac8{15},\qquad \langle\mathbf{tt}\rangle=\tfrac12\langle1-x^2\rangle\mathbf P=\tfrac13\mathbf P.$$

Hence $\langle(\mathbf t_1\cdot\mathbf t_2)^2\rangle=\frac19\mathrm{tr}\,\mathbf P=\frac29$, and the mean square is $\frac{16}{15}-\frac49=\frac{28}{45}$. The rms tangential misfit is $0.79\,|\Delta\alpha\Delta T|$. In a random sample, 1.6% of boundaries had a misfit below $0.1\,|\Delta\alpha\Delta T|$: near-fitting boundaries exist, but are few.

### Separating the causes

Alumina is trigonal. I use rough typical values $\alpha_a=8.2$ and $\alpha_c=9.0$ in units of $10^{-6}\,\mathrm{K^{-1}}$, and the same 1200 K of cooling. Then $|\Delta\alpha\Delta T|=0.8\times10^{-6}\times1200=9.6\times10^{-4}$, about a tenth of the strain that spinel carried without stress.

The table gives results for the free cube, with the grain shapes held fixed. Orientations are also the same in every row but the last. The Mises stress measures the shear part of the stress; in uniaxial tension it equals the tension. The mesh is coarse, with 8 elements along each edge of the cube, so the nonzero values are rounded and serve for comparison only. With 24 elements along each edge, both nonzero values in the table fall by roughly 10%, and their order is unchanged.

| Stiffness | Expansion | Rms Mises stress |
|---|---|---|
| alumina | isotropic | zero to rounding |
| isotropic | alumina | about 190 MPa |
| alumina | alumina | about 200 MPa |
| alumina, parallel $\mathbf c$ | alumina | zero to rounding |

Noncubic stiffness alone does nothing. Anisotropic expansion alone is sufficient, and elastic anisotropy then modifies its effect. The last row shows that anisotropic expansion still needs differing axes: with all $\mathbf c$ parallel, $\mathbf e^*$ is uniform.

The boundary plane matters as well. Two alumina bicrystals were given $\mathbf c$ axes $60^\circ$ apart and a boundary normal along $z$. With axes at $-30^\circ$ and $+30^\circ$ from $z$, the sum $\mathbf c_1+\mathbf c_2$ lies along the normal and the stress was zero to rounding. With axes at $0^\circ$ and $60^\circ$, neither sum nor difference does, and the rms Mises stress was about 60 MPa on the same mesh.

## 5. Balance of tension and compression

Equilibrium gives $\partial_k(\sigma_{ik}x_j)=\sigma_{ij}$. Integrate over the free body: the left side becomes a surface integral containing $\sigma_{ik}N_k=0$. Therefore $\langle\boldsymbol\sigma\rangle=0$ over the whole body. Tension in some places is paid for by compression in others.

Choosing $\mathbf v=\mathbf u$ in (1) gives $\langle\boldsymbol\sigma:\boldsymbol\varepsilon\rangle=0$. The stored energy per volume is then

$$w=\tfrac12\langle\boldsymbol\sigma:(\boldsymbol\varepsilon-\mathbf e^*)\rangle=-\tfrac12\langle\boldsymbol\sigma:\mathbf e^*\rangle
=-\tfrac12\Delta\alpha\Delta T\,\langle\mathbf c\cdot\boldsymbol\sigma\cdot\mathbf c\rangle. \tag{2}$$

The part $\alpha_a\mathbf I$ drops out in the last step because $\langle\mathrm{tr}\,\boldsymbol\sigma\rangle=0$.

## 6. The size of the stress

To find $A(\nu)$, give all grains the same isotropic stiffness and consider the interior of a large body. Orientations are random and independent of one another and of grain shape; grain shapes are statistically isotropic.

Random axes have $\langle\mathbf{cc}\rangle=\frac13\mathbf I$, so the deviation of a grain's free strain from the mean is the traceless tensor

$$\mathbf f=\Delta\alpha\Delta T\left(\mathbf{cc}-\tfrac13\mathbf I\right).$$

Zero mean stress and uniform stiffness make the mean total strain equal to $\langle\mathbf e^*\rangle$. Let $\boldsymbol\eta$ be the deviation of the total strain from it. Then $\boldsymbol\sigma=\mathbf C:\boldsymbol\eta-2\mu\mathbf f$.

**One wave.** Let $\mathbf f$ vary as $e^{i\mathbf k\cdot\mathbf x}$ with $\mathbf k=k\mathbf n$. The displacement $\mathbf u=-(i/k)\mathbf a\,e^{i\mathbf k\cdot\mathbf x}$ has strain amplitude $\boldsymbol\eta=\frac12(\mathbf{an}+\mathbf{na})$. Equilibrium requires $\boldsymbol\sigma\cdot\mathbf n=0$. With Lamé constant $\lambda$,

$$\mu\mathbf a+(\lambda+\mu)(\mathbf a\cdot\mathbf n)\mathbf n=2\mu\,\mathbf f\mathbf n .$$

The component along $\mathbf n$ gives $\mathbf a\cdot\mathbf n=2\mu(\mathbf n\cdot\mathbf f\mathbf n)/(\lambda+2\mu)$. Since $\lambda=2\mu\nu/(1-2\nu)$, we have $(\lambda+\mu)/(\lambda+2\mu)=1/[2(1-\nu)]$. Substituting back,

$$\mathbf a=2\mathbf f\mathbf n-\frac{\mathbf n\cdot\mathbf f\mathbf n}{1-\nu}\,\mathbf n,\qquad
\boldsymbol\eta=(\mathbf f\mathbf n)\mathbf n+\mathbf n(\mathbf f\mathbf n)-\frac{\mathbf n\cdot\mathbf f\mathbf n}{1-\nu}\,\mathbf{nn}.$$

**Why directions are averaged.** Fix a point $\mathbf x$ in a grain with deviation $\mathbf f$, and average over all polycrystals containing it. Another point $\mathbf x'$ has the same deviation if it lies in the same grain, and mean deviation zero otherwise. Its conditional mean is thus $S(|\mathbf x-\mathbf x'|)\,\mathbf f$, where $S$ is the probability that both points share a grain. Because $S$ depends on distance alone, its Fourier waves have equal weight in all directions. Their weights sum to $S(0)=1$; the uniform wave has negligible weight in a large body. Since elasticity is linear, the mean response at $\mathbf x$ is the one-wave result averaged over $\mathbf n$.

Use $\langle n_in_j\rangle=\frac13\delta_{ij}$ and $\langle n_in_jn_kn_l\rangle=\frac1{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. The first two terms give $\mathbf f/3$ each. In the third, the trace of $\mathbf f$ vanishes and $2\mathbf f/15$ remains. So $\langle\boldsymbol\eta\rangle_{\mathbf c}=\beta\mathbf f$, with

$$\beta=\frac23-\frac{2}{15(1-\nu)}=\frac{8-10\nu}{15(1-\nu)} .$$

This strain is traceless, so its stress is $2\mu\beta\mathbf f$, and

$$\boxed{\langle\boldsymbol\sigma\rangle_{\mathbf c}=-2\mu(1-\beta)\,\Delta\alpha\,\Delta T\left(\mathbf{cc}-\tfrac13\mathbf I\right)}$$

Thus $A=2(1-\beta)$, and the absence of a pressure part, the second "if", has been derived for this model. Individual points can still carry pressure.

The number $\beta$ is the share of its deviation that a grain achieves on average. Perfectly rigid surroundings would mean $\beta=0$; surroundings that offer no resistance would mean $\beta=1$. Here $\beta$ falls from 0.53 at $\nu=0$ to 0.40 at $\nu=\frac12$, so roughly half the deviation is blocked. The stress vanishes with $\Delta\alpha$, although a uniaxial crystal is not cubic.

## 7. Numbers for alumina

The stiffness constants used are $C_{11},C_{12},C_{13}=500,160,115$ GPa and $C_{33},C_{14},C_{44}=500,-20,150$ GPa, again rough. Averaging the uniform-strain and uniform-stress estimates of the polycrystal moduli gives $\mu=166$ GPa and $\nu=0.231$, hence $\beta=0.493$. Along $\mathbf c$ the factor $\mathbf{cc}-\frac13\mathbf I$ equals $\frac23$, so

$$\langle\sigma\rangle_{\parallel}=\tfrac43\,(166\,000\ \mathrm{MPa})(0.507)(9.6\times10^{-4})\approx108\ \mathrm{MPa}.$$

Across $\mathbf c$ the factor is $-\frac13$, giving $-54$ MPa. The signs are as expected: on cooling, a grain tries to shrink most along $\mathbf c$, its neighbours prevent part of this, and it is left in tension there.

A numerical solution of equilibrium in 40 periodic cells of 60 grains, with the same isotropic stiffness and zero mean stress, gave $107.9\pm0.7$ MPa along $\mathbf c$ after correction for the finite number of grains. The correction divides by one minus the weight of the uniform wave; in a finite cell this weight is the sum of the squared volume fractions of the grains. The uncertainty is the standard error over cells. The local stress along $\mathbf c$ had a standard deviation of about 71 MPa on the grid used, so 108 MPa is a mean and not a peak.

Equation (2) gives the stored energy:

$$w=\tfrac12(9.6\times10^{-4})(108\ \mathrm{MPa})\approx52\ \mathrm{kJ/m^3}.$$

## 8. Weighing what was left out

**Elastic anisotropy.** Restoring the full alumina stiffness in six of the cells raised the mean stress along $\mathbf c$ by about 10% relative to the isotropic calculation for the same grains.

**Relaxation temperature.** Stress is proportional to $\Delta T$ at fixed mean expansion and stiffness. An error of 100 K in the temperature where creep stops changes the result by 9 MPa.

**Nonuniform cooling.** Let the surfaces of a plate of half-thickness $L$ cool at a steady rate $r$, with thermal diffusivity $D$. After the initial transient, every point cools at rate $r$, so $D\,T''=-r$ and

$$T(x)=T_s+\frac{r(L^2-x^2)}{2D},\qquad \bar T-T_s=\frac{rL^2}{3D},$$

where $T_s$ is the surface temperature and $\bar T$ the mean. For $L=2$ mm, $r=5$ K/min and a rough $D=1.5\ \mathrm{mm^2/s}$, the difference is 0.074 K. Away from its edges, the plate adopts the in-plane strain of its mean temperature, so the cooler surface is stretched by $\alpha_0(\bar T-T_s)$ in two directions. With the mean spinel moduli $E=273$ GPa and $\nu=0.268$, the surface tension is

$$\sigma_s=\frac{E\alpha_0(\bar T-T_s)}{1-\nu}\approx0.24\ \mathrm{MPa}.$$

A spinel plate is thus not quite stress-free while it cools. In this elastic model the stress disappears when the temperature becomes uniform.

**Cracking.** At a given $\Delta T$ the stress does not depend on grain size, but the energy available for fracture does. (In a real ceramic, finer grains can relax by diffusional creep down to lower temperatures, which reduces $|\Delta T|$ and with it the stress.) Equate the energy stored in a sphere of diameter $d$ to the cost of a crack across a disc of that diameter, with fracture energy $G$ per area:

$$w\,\frac{\pi d^3}{6}=G\,\frac{\pi d^2}{4}\quad\Rightarrow\quad d=\frac{3G}{2w}.$$

For a rough $G=10\ \mathrm{J/m^2}$ this is about 0.3 mm. Grains of 10 µm store about 3% of the energy needed. The estimate ignores stress concentrations and energy drawn from neighbouring grains, so it is an order of magnitude and not a safe limit.

**The real case.** Measured stresses between grains in dense alumina are roughly of order 100 MPa, the size found here. Real ceramics depart from the model in several ways, among them creep that ends gradually, elastic anisotropy and preferred orientation. The first two shift the mean by about 10% each, taking 100 K as the uncertainty of the first. Preferred orientation can matter more, since fully parallel axes remove the stress.

**Constraint.** A cubic film on a thick substrate is no longer a free body. The substrate imposes the in-plane strain $\alpha_s\Delta T$, where $\alpha_s$ is its expansion coefficient. For an elastically isotropic film with a free top surface, equal in-plane stresses $\sigma$ give the elastic strain $(1-\nu)\sigma/E$. Hence

$$\sigma=\frac{E}{1-\nu}(\alpha_s-\alpha_0)\Delta T .$$

A film that contracts more than its substrate on cooling is in tension. This stress comes from the attachment, not from misfit between the free strains of the film's grains. The elastic strain is now nonzero, however, so the elastic anisotropy of real cubic grains does matter. For spinel grains much wider than the film is thick, the factor $E/(1-\nu)\approx373$ GPa is replaced by an orientation-dependent one, from about 263 GPa with a cube axis normal to the film to about 453 GPa with a cube diagonal normal to it. The stress then varies from grain to grain about the value above. Likewise, a second phase or a transformation to a noncubic structure removes the premise of Section 3, because the grains then need not share one free strain.

Most of the values quoted above are collected in the numerical output that follows.

## Calculated quantities

```
temperature change: -1200 K
alumina expansion a, c: 8.2, 9.0 1e-6/K
spinel expansion: 8.5 1e-6/K
alumina C11,C12,C13: 500, 160, 115 GPa
alumina C33,C14,C44: 500, -20, 150 GPa
spinel C11,C12,C44: 280, 155, 155 GPa
spinel elastic anisotropy 2C44/(C11-C12): 2.48
expansion constants, cubic: 1
expansion constants, trigonal: 2
expansion constants, tetragonal: 2
expansion constants, hexagonal: 2
expansion constants, orthorhombic: 3
spinel free thermal strain: -1.020 %
spinel stress if fully clamped: 6018 MPa
alumina misfit |d_alpha dT|: 9.60 1e-4
rms boundary misfit / |d_alpha dT|: 0.790
boundaries with misfit ratio below 0.1: 1.56 %
free-body test: 30 grains, 8^3 elements
spinel, largest stress component: 9.4e-10 MPa
alumina stiffness, isotropic expansion, largest: 8.1e-10 MPa
alumina, parallel c axes, largest: 1.2e-09 MPa
isotropic stiffness, alumina expansion, rms Mises: 186.1 MPa
full alumina, rms Mises: 203.6 MPa
bicrystal, mirror boundary, largest: 6.0e-09 MPa
bicrystal, other boundary, rms Mises: 62.6 MPa
alumina mean bulk, shear modulus: 253.1, 166.0 GPa
alumina Poisson ratio: 0.2310
beta: 0.4933
mean stress along c, formula: 107.6 MPa
mean stress across c, formula: -53.8 MPa
periodic test: 40 cells of 60 grains, 27^3 points
mean stress along c, numerical: 107.9 MPa
standard error of that mean: 0.7 MPa
local spread (std) of stress along c: 71 MPa
stored energy density, formula: 51.7 kJ/m^3
stored energy density, numerical: 51.8 kJ/m^3
change from elastic anisotropy: 9.6 %
stress change per 100 K of relaxation temperature: 9.0 MPa
plate half-thickness: 2.0 mm
cooling rate: 5.0 K/min
rough thermal diffusivity: 1.5 mm^2/s
plate mean minus surface temperature: 0.074 K
spinel mean Young modulus: 273.2 GPa
spinel mean Poisson ratio: 0.268
spinel surface stress from gradient: 0.24 MPa
rough boundary fracture energy: 10 J/m^2
rough grain size for cracking: 290 micrometres
example grain size: 10 micrometres
example grain size / cracking size: 0.034
```
